\section*{Independent short-range order parameters and chemical modes of a multicomponent solution}

\section{What has to be decided}

A special quasirandom structure for a five-component alloy, or a supercell meant to reproduce a given state of short-range order, is found by adjusting site occupations until chosen pair correlations meet their targets. The list of targets has to be fixed first. Each neighbour shell offers $5^2=25$ pair probabilities. Targets set for all 25 separately will in general contradict one another, and too short a list leaves some chemical order uncontrolled. The number of independent targets per shell is $n(n-1)/2$ for $n$ species, here 10, and they form a symmetric $(n-1)\times(n-1)$ matrix whose eigenvectors are chemical fluctuation modes. Independence is meant in the linear sense: the ensemble averages attainable at fixed mean composition fill an open part of a space of that dimension (a single finite cell reaches only discrete points of it), while inequalities limit their range.

The lattice is a Bravais lattice of $N$ sites with periodic boundaries. Species $i$ has fraction $c_i>0$, $\sum_i c_i=1$, and $D=\mathrm{diag}(c)$. Every site has $z_m$ neighbours in shell $m$. $P_{ij}(m)$ is the fraction of the $Nz_m$ ordered pairs (site, neighbour in shell $m$) with species $i$ on the site and $j$ on the neighbour. The Warren--Cowley parameter and the covariance are
\begin{equation}
\alpha_{ij}=1-\frac{P_{ij}}{c_ic_j},\qquad Q_{ij}=P_{ij}-c_ic_j=-c_ic_j\alpha_{ij}.
\end{equation}
A negative $\alpha_{ij}$ means an excess of $i$--$j$ neighbours. The label $m$ is dropped where one shell is meant.

\section{First derivation: counting bonds}

\subsection{Constraints}

A bond between sites $r$ and $r'$ enters the list of ordered pairs twice, as $(r,r')$ and as $(r',r)$. An $i$--$j$ bond adds one count to $P_{ij}$ and one to $P_{ji}$, so $\alpha_{ij}=\alpha_{ji}$, which is $n(n-1)/2$ constraints. Each of the $Nc_i$ sites of species $i$ heads $z$ ordered pairs, so $\sum_jP_{ij}=Nc_iz/(Nz)=c_i$. Subtracting $\sum_jc_ic_j=c_i$ gives $\sum_jQ_{ij}=0$, and division by $-c_i$ gives
\begin{equation}
\sum_jc_j\alpha_{ij}=0,\qquad \alpha_{ii}=-\frac1{c_i}\sum_{j\ne i}c_j\alpha_{ij}. \label{sum}
\end{equation}
The element $\alpha_{ii}$ occurs in rule $i$, with coefficient $c_i\neq0$, and in no other sum rule or symmetry condition. No combination of the remaining constraints can reproduce rule $i$, so all constraints are independent and the solution space has dimension
\begin{equation}
n^2-\frac{n(n-1)}2-n=\frac{n(n-1)}2 ,
\end{equation}
with the $\alpha_{ij}$, $i<j$, as coordinates.

\subsection{Normalisation and modes}

The rule \eqref{sum} says that $Q$ annihilates the vector $(1,\dots,1)$. Define $A=D^{-1/2}QD^{-1/2}$, so that $A_{ij}=-\sqrt{c_ic_j}\,\alpha_{ij}$. It is symmetric and annihilates the unit vector $e=(\sqrt{c_1},\dots,\sqrt{c_n})$. This scaling is chosen because a site paired with itself has $P_{ij}=c_i\delta_{ij}$, hence $Q=D-cc^T$ and $A=1-ee^T$, the projector normal to $e$. Let the columns of the $n\times(n-1)$ matrix $U$ be an orthonormal basis of that complement: $U^TU=1$, $UU^T=1-ee^T$. Since $Ae=0$ and $e^TA=0$,
\begin{equation}
A=(1-ee^T)A(1-ee^T)=U\tilde AU^T,\qquad \tilde A=U^TAU .
\end{equation}
Conversely, any symmetric $\tilde A$ yields a symmetric $A$ with $Ae=0$, because $U^Te=0$. The constraints are therefore solved by an unrestricted symmetric $(n-1)\times(n-1)$ matrix, with $(n-1)n/2$ elements.

Let $\tilde Aw_s=\lambda_sw_s$ with orthonormal $w_s$, and $\phi_s(i)=(Uw_s)_i/\sqrt{c_i}$. Then $\sum_ic_i\phi_s(i)=e^TUw_s=0$ and $\sum_ic_i\phi_s(i)\phi_t(i)=w_s^TU^TUw_t=\delta_{st}$. Dividing $A=\sum_s\lambda_s(Uw_s)(Uw_s)^T$ by $-\sqrt{c_ic_j}$ gives
\begin{equation}
\alpha_{ij}=-\sum_{s=1}^{n-1}\lambda_s\phi_s(i)\phi_s(j). \label{spec}
\end{equation}
For distinct eigenvalues the parameters divide into $n-1$ eigenvalues and the $(n-1)(n-2)/2$ angles of the rotation $\{w_s\}$, whose sum is again $n(n-1)/2$. The trace follows from \eqref{sum}:
\begin{equation}
\sum_s\lambda_s=-\sum_ic_i\alpha_{ii}=\sum_i\sum_{j\neq i}c_j\alpha_{ij}=\sum_{i<j}(c_i+c_j)\alpha_{ij}. \label{trace}
\end{equation}
For $n=2$ there is one mode and $c_A+c_B=1$, so $\lambda=\alpha_{AB}$.

The eigenvalues do not depend on $U$. The conditional probability $T_{ij}=P_{ij}/c_i$ of finding $j$ next to $i$ satisfies
\begin{equation}
T=D^{-1}(cc^T+Q)=D^{-1/2}\left(ee^T+U\tilde AU^T\right)D^{1/2}, \label{T}
\end{equation}
so its spectrum is $\{1,\lambda_s\}$. Its rows are non-negative and sum to one. For an eigenvector $f$ with largest component at $i$, $|\lambda||f_i|\le\sum_jT_{ij}|f_j|\le|f_i|$, hence $|\lambda_s|\le1$.

This derivation shows that no more than $n(n-1)/2$ parameters are free. It does not show that the lattice leaves all of them free.

\section{Second derivation: fluctuation fields and their conjugate energies}

\subsection{Expansion in site functions}

Functions of the species on one site form an $n$-dimensional space with scalar product $(f,g)=\sum_ic_if(i)g(i)$. Take $\psi_0=1$ and complete it to an orthonormal basis $\psi_1,\dots,\psi_{n-1}$, which have zero mean because they are orthogonal to $\psi_0$. The matrix $\sqrt{c_i}\,\psi_a(i)$ has orthonormal columns and is square, so its rows are orthonormal as well: $\sum_{a=0}^{n-1}c_i\psi_a(i)\psi_a(k)=\delta_{ik}$. With $\sigma_r$ the species at $r$ and $\psi_a(r)\equiv\psi_a(\sigma_r)$, the indicator of species $i$ is $\delta_{i\sigma_r}=c_i\sum_a\psi_a(i)\psi_a(r)$. Averaging a product of two indicators over ordered pairs gives
\begin{equation}
P_{ij}=c_ic_j\sum_{a,b=0}^{n-1}\psi_a(i)\,G_{ab}\,\psi_b(j),\qquad G_{ab}=\langle\psi_a(r)\psi_b(r')\rangle . \label{exp}
\end{equation}
Here $G_{00}=1$. $G_{a0}$ is the mean of $\psi_a$ over the first members of the pairs. With equal coordination each site is a first member equally often, so $G_{a0}=\sum_ic_i\psi_a(i)=0$ for $a\ge1$, and likewise $G_{0a}=0$. Interchange of the labels $r,r'$ maps the list of ordered pairs onto itself, so $G_{ab}=G_{ba}$. What remains is
\begin{equation}
\alpha_{ij}=-\sum_{a,b\ge1}\psi_a(i)G_{ab}\psi_b(j),
\end{equation}
with a symmetric block of $n(n-1)/2$ correlations. Setting $U_{ia}=\sqrt{c_i}\,\psi_a(i)$ and multiplying by $-\sqrt{c_ic_j}$ gives $A=UGU^T$, so $G=\tilde A$.

The modes arise from a variational question: which property $f=\sum_{a\ge1}w_a\psi_a$ of the species, of zero mean, is most strongly correlated across the shell? The correlation coefficient is $\langle f(r)f(r')\rangle/\langle f^2\rangle=w^TGw/w^Tw$, which is stationary at the eigenvectors of $G$. In that basis $\langle\phi_s(r)\phi_t(r')\rangle=\lambda_s\delta_{st}$. For $\lambda_s<0$ the product $\phi_s(r)\phi_s(r')$ is negative on average over neighbours (ordering), and for $\lambda_s>0$ it is positive (clustering). A zero-mean function can also be written $f(k)=\sum_{i\ne h}v_i(\delta_{ik}-c_i)$ for any host species $h$. The same quotient becomes $v^TQ'v/v^T(D-cc^T)'v$, primes marking deletion of row and column $h$, so $Q'v=\lambda(D-cc^T)'v$ has the same $\lambda_s$ for every host.

\subsection{Energy}

Let $H=\sum_{\text{bonds}}V_{\sigma_r\sigma_{r'}}$ with symmetric $V$ in one shell. By completeness $V_{ij}=\sum_{a,b\ge0}\tilde V_{ab}\psi_a(i)\psi_b(j)$ with $\tilde V_{ab}=\sum_{ij}c_ic_j\psi_a(i)V_{ij}\psi_b(j)$. The terms with $a=0$ or $b=0$ have the form $a_i+a_j$, and summed over bonds they give $z\sum_ra_{\sigma_r}$, a constant at fixed composition. The block $a,b\ge1$, called $\tilde V$ from here on, carries the rest. There are $z/2$ bonds per site, so the energy per site relative to the uncorrelated state is $\Delta E=\frac z2\sum_{ij}V_{ij}Q_{ij}=\frac z2\mathrm{Tr}\,\tilde VG$. Eliminating $Q_{ii}=-\sum_{j\neq i}Q_{ij}$,
\begin{align}
\Delta E&=\frac z2\sum_{i<j}Q_{ij}\,(2V_{ij}-V_{ii}-V_{jj})=\frac z2\sum_{i<j}c_ic_j\alpha_{ij}W_{ij}, \label{E}\\
W_{ij}&=V_{ii}+V_{jj}-2V_{ij}. \nonumber
\end{align}
The linear maps $V\mapsto W$ and $V\mapsto\tilde V$ both go from the $n(n+1)/2$-dimensional space of symmetric $V$ into spaces of dimension $n(n-1)/2$. If $\tilde V=0$ then $V_{ij}=a_i+a_j$ and $W=0$. If $W=0$ then $V_{ij}=(V_{ii}+V_{jj})/2$, and $\tilde V=0$ because $\psi_{a\geq1}$ has zero mean. The kernels coincide and have dimension $n$, so both maps are onto and $W\leftrightarrow\tilde V$ is one-to-one.

\subsection{Attainability}

Take a grand-canonical ensemble at $\beta=1/k_BT$ with chemical potentials tuned so that the mean fractions stay at $c$. The reference state has independent sites with probabilities $c_i$, and the perturbation is
\begin{equation}
H'=\sum_{\text{bonds}}\sum_{a,b\ge1}\tilde V_{ab}\psi_a(r)\psi_b(r')-\sum_r\sum_{a\geq1}h_a\psi_a(r),
\end{equation}
where $h$ absorbs all one-site terms. To first order $\langle X\rangle=\langle X\rangle_0-\beta(\langle XH'\rangle_0-\langle X\rangle_0\langle H'\rangle_0)$. A reference average vanishes whenever some site carries a single factor $\psi_{a\ge1}$. For $X=\psi_a(r)$ every bond term leaves such a site, so $\langle X\rangle=\beta h_a$ at this order and fixed composition requires $\beta h=O(\beta^2)$. For $X=\psi_a(r)\psi_b(r')$ the one surviving term is the bond $(r,r')$, which gives $\sum_{cd}\tilde V_{cd}\delta_{ac}\delta_{bd}$. If several shells interact, and the cell is large enough that no two sites are joined by more than one neighbour vector of the shells considered, the same holds for each shell:
\begin{equation}
G(m)=-\beta\tilde V(m)+O(\beta^2). \label{first}
\end{equation}
On a finite lattice the averages are smooth functions of the $\beta\tilde V(m)$, and the map to the $G(m)$ has Jacobian $-1$ at the origin. By the inverse function theorem it covers an open neighbourhood of zero, jointly for all shells included. No further linear relation holds among these ensemble averages, and $M$ shells carry $Mn(n-1)/2$ parameters. If the eigenvalues of $\tilde V(m)$ are distinct, its eigenvectors are the modes of shell $m$ at leading order in $\beta$; otherwise higher orders are needed to select them.

\subsection{Inequalities and the finite cell}

Let $\psi_a(k)=\sum_r\psi_a(r)e^{-ik\cdot r}$ and $S_{ab}(k)=\langle\psi_a(k)\psi_b(k)^*\rangle/N$, which is positive semidefinite since $w^TSw=\langle|w\cdot\psi(k)|^2\rangle/N$. With $\sum_ke^{ik\cdot(r'-r-R)}=N\delta_{r',r+R}$,
\begin{equation}
\frac1N\sum_kS_{ab}(k)e^{-ik\cdot R}=\frac1N\sum_r\langle\psi_a(r)\psi_b(r+R)\rangle . \label{S}
\end{equation}
At $R=0$ the right side is $\delta_{ab}$. A shell contains $-R$ with $R$, so its average gives $G(m)=N^{-1}\sum_k\gamma_m(k)S(k)$, with $\gamma_m$ the shell mean of $\cos k\cdot R$. Each $\lambda_s$ is thus an average of $\gamma_m$ with non-negative weights $w_s^TSw_s/N$ of unit sum, and $\lambda_s\ge\min_k\gamma_m$. For the fcc first shell $\gamma=(XY+YZ+ZX)/3$, where $X=\cos(k_xa/2)$ and so on, $a$ being the cube edge. This is linear in each cosine, so the minimum lies at a corner of $[-1,1]^3$, where $\gamma=1$ for equal signs and $-1/3$ otherwise. The bound is reached by L1$_0$, where 8 of 12 neighbours are unlike and $\alpha_{AB}=1-(8/12)/(1/2)=-1/3$, and by L1$_2$, where a minority atom has 12 majority neighbours and $\alpha_{AB}=1-1/(3/4)=-1/3$.

If the composition of the cell is strictly fixed, $\sum_r\psi_a(r)=0$ and $S(0)=0$. Summing \eqref{S} over all $R$ gives
\begin{equation}
1+\sum_{m}z_mG(m)=0,
\end{equation}
the sum running over all shells of the cell, with $z_m$ counting each non-zero lattice vector of the periodic cell once. These are $n(n-1)/2$ further relations. A quasirandom cell cannot have $G(m)=0$ in every shell. Averaging over all arrangements gives $P_{ij}=c_i(Nc_j-\delta_{ij})/(N-1)$, so $Q=-(D-cc^T)/(N-1)$ and every $\lambda_s=-1/(N-1)$, which is $-0.2$ for six sites and $-0.0010$ for 1000.

\section{What each derivation assumes}

Bond counting uses two geometric facts, double counting and equal coordination. It holds for each single configuration, in or out of equilibrium, needs no Hamiltonian, and yields an upper limit on the dimension. The expansion \eqref{exp} uses the same facts, as $G_{ab}=G_{ba}$ and $G_{a0}=0$, and is equally general. The step to \eqref{first} assumes more: thermal equilibrium, weak coupling, and a composition fixed on average. In return it proves that the upper limit is reached. It says nothing about the extent of the attainable region, for which the bounds on $\lambda$ are necessary conditions.

The field form shows what replaces the count when an assumption is dropped. For one directed vector $R$, without averaging over $-R$, $G$ need not be symmetric and has $(n-1)^2$ elements. In the counting form the $2n$ row and column rules then have one dependence, since both sets sum to $\sum_{ij}Q_{ij}=0$, and $n^2-(2n-1)=(n-1)^2$. For pairs running from a sublattice with $n_A$ species to one with $n_B$, each end has its own basis and $G$ is an $(n_A-1)\times(n_B-1)$ rectangle. For unequal coordination, as at the surface of a cluster, $G_{a0}$ is a coordination-weighted mean that need not vanish, which adds $n-1$ elements and gives $n(n+1)/2-1$. The table lists the dimension of the set spanned by $\alpha$ over 200 random arrangements at fixed unequal fractions in a 216-site fcc cell, obtained as the rank of the centred data by singular-value decomposition. The last two columns refer to first neighbours, the open cluster being the same cell with bonds across the boundary removed.
\begin{center}
\begin{tabular}{ccccc}
$n$ & one shell & three shells & directed & open cluster\\
2 & 1 & 3 & 1 & 2\\
3 & 3 & 9 & 4 & 5\\
4 & 6 & 18 & 9 & 9\\
5 & 10 & 30 & 16 & 14
\end{tabular}
\end{center}
Alternating (001) planes holding three and four species give rank $6=2\times3$ for the bonds between planes, from 100 arrangements.

Neither derivation makes the modes common to all shells. They are common in the infinite chain with nearest-neighbour coupling. With symmetric transfer matrix $\mathcal M$ including the fugacities, leading eigenvalue $\Lambda$ and unit eigenvector $x$, one has $c_i=x_i^2$ and $P_{ij}(m)=x_i(\mathcal M^m)_{ij}x_j/\Lambda^m$. Then $T(m)=X^{-1}(\mathcal M/\Lambda)^mX=T(1)^m$ with $X=\mathrm{diag}(x)$, and \eqref{T} gives $G(m)=G(1)^m$. A counterexample is the periodic chain AAABBC. Counting neighbours gives
\begin{equation}
T(1)=\begin{pmatrix}\frac23&\frac16&\frac16\\ \frac14&\frac12&\frac14\\ \frac12&\frac12&0\end{pmatrix},\qquad
T(2)=\begin{pmatrix}\frac13&\frac12&\frac16\\ \frac34&0&\frac14\\ \frac12&\frac12&0\end{pmatrix}.
\end{equation}
The $AB$ element of $T(1)T(2)$ is $\frac13+0+\frac1{12}=\frac5{12}$ and that of $T(2)T(1)$ is $\frac1{18}+\frac14+\frac1{12}=\frac7{18}$. By \eqref{T} the matrices $G(1)$ and $G(2)$ do not commute either, and share no eigenbasis.

\section{A ternary fcc model}

Take $c=(0.5,0.3,0.2)$ on a rigid fcc lattice with first-neighbour energies $V_{ii}=0$, $V_{AB}=-20$, $V_{AC}=-10$, $V_{BC}=+10$ meV, so $W_{AB}=40$, $W_{AC}=20$, $W_{BC}=-20$ meV, at $T=1000$ K, $k_BT=86.173$ meV. Gram--Schmidt gives $\psi_1=(1,-1,-1)$, A against the rest, and $\psi_2=(0,1.1547,-1.7321)$, B against C.

\subsection{First order}

With $c_Ac_B=0.15$, $c_Ac_C=0.10$, $c_Bc_C=0.06$, in meV,
\begin{align}
\tilde V_{11}&=2\,[0.15\cdot20+0.10\cdot10+0.06\cdot10]=9.200,\nonumber\\
\tilde V_{22}&=2\cdot0.06\cdot(1.1547)(-1.7321)\cdot10=-2.400,\nonumber\\
\tilde V_{12}&=-3(1.1547)+1.7321+0.6(1.7321-1.1547)=-1.386.\nonumber
\end{align}
The eigenvalues are $3.4\pm\sqrt{5.8^2+1.386^2}$, that is $9.363$ and $-2.563$ meV. Equation \eqref{first} gives $\lambda_1=-9.363/86.173=-0.1087$ and $\lambda_2=+0.0297$. For $w_1\propto(\cos\theta,\sin\theta)$ the rotation obeys $\tan2\theta=2\tilde V_{12}/(\tilde V_{11}-\tilde V_{22})=-2.772/11.6$, so $\theta=-6.7^\circ$.

\subsection{Monte Carlo}

Canonical Metropolis sampling with swaps of two atoms, on 1000 periodic sites, with 100 sweeps discarded and 400 averaged, gives $P_{AB}=0.16406$, $P_{AC}=0.10524$, $P_{BC}=0.05245$. Then $\alpha_{AB}=1-0.16406/0.15=-0.0937$, and likewise $\alpha_{AC}=-0.0524$, $\alpha_{BC}=+0.1259$, each with a standard error near $0.001$ from ten blocks. Rule \eqref{sum} supplies the rest: $\alpha_{AA}=(0.3\cdot0.0937+0.2\cdot0.0524)/0.5=0.0772$, $\alpha_{BB}=0.0722$, $\alpha_{CC}=-0.0579$.

Inverting \eqref{exp}, $G_{ab}=\sum_{ij}\psi_a(i)Q_{ij}\psi_b(j)$ for $a,b\ge1$. Since $Q$ annihilates constants, $\psi_1$ may be replaced by $(2,0,0)$. With $P_{AA}=0.23070$, $P_{BB}=0.08350$, $P_{CC}=0.04232$,
\begin{align}
G_{11}&=4(0.23070-0.25)=-0.0772,\nonumber\\
G_{12}&=2\,[0.01406(1.1547)-0.00524(1.7321)]=0.0143,\nonumber\\
G_{22}&=\tfrac43(-0.00650)+3(0.00232)-4(-0.00755)=0.0285.\nonumber
\end{align}
The eigenvalues are $-0.02435\mp\sqrt{0.05285^2+0.0143^2}$, giving $\lambda_1=-0.0791\pm0.0006$ and $\lambda_2=+0.0304\pm0.0004$, and $\tan2\theta=0.0286/(-0.1057)$ gives $\theta=-7.6^\circ$, uncertain by about half a degree in a run of this length (longer sampling gives about $-7.1^\circ$). The errors quoted are statistical only. The strictly fixed composition of the cell adds shifts of order $1/N$, at $N=1000$ about $-0.0005$ for $\lambda_1$, $-0.0013$ for $\lambda_2$ and $-0.002$ for $\alpha_{BC}$, so the large-cell values lie near $-0.078$, $+0.032$ and $+0.129$. The three numbers $(\lambda_1,\lambda_2,\theta)$ hold the same information as the three $\alpha_{i<j}$. The trace \eqref{trace} is $0.8(-0.0937)+0.7(-0.0524)+0.5(0.1259)=-0.0487$. The modes, with overall signs chosen freely, are $\phi_1=(-0.99,1.14,0.76)$ and $\phi_2=(-0.13,-1.01,1.85)$.

The largest single parameter, $\alpha_{BC}=0.126$, does not signal a strong B--C clustering mode. In \eqref{spec}, evaluated with three-decimal modes, the ordering mode contributes $0.0791\cdot1.144\cdot0.763=0.069$ and the clustering mode $0.0304\cdot1.013\cdot1.849=0.057$. More than half of $\alpha_{BC}$ belongs to the mode in which B and C both gather around A. The energy \eqref{E} is
\begin{equation}
\Delta E=6\,[-0.15\cdot0.0937\cdot40-0.10\cdot0.0524\cdot20-0.06\cdot0.1259\cdot20]=-4.91\ \text{meV/site},\nonumber
\end{equation}
with a sampling uncertainty of about $0.03$ meV/site, or $-0.47$ kJ/mol, relative to the uncorrelated value $6\cdot2(-3-1+0.6)=-40.8$ meV/site.

\subsection{Reading the differences}

First order gives the mode direction to about one degree, while its $|\lambda_1|$ exceeds the Monte Carlo value by $0.030$, or 37\% of that value. At second order the average is $\frac{\beta^2}2\langle XH'^2\rangle_0$ less disconnected parts. Besides the bond $(r,r')$ taken twice, the terms without a singly occupied site are the paths $r$--$r''$--$r'$, each in two orders, and each common neighbour $r''$ adds $+\beta^2(\tilde V^2)_{ab}$. An fcc bond has four common neighbours, which gives $4(0.1087)^2=0.047$ for mode 1. This has the sign of the discrepancy and exceeds it. The doubled-bond term is $\frac{\beta^2}2\sum_{ij}c_ic_j\phi_1(i)\phi_1(j)v_{ij}^2$ with $v_{ij}=\sum_{a,b\ge1}\tilde V_{ab}\psi_a(i)\psi_b(j)$, which for the first-order $\phi_1=(-0.993,1.128,0.791)$ comes to only about $+0.0002$, so third and higher orders are not negligible. For mode 2 the common-neighbour term is $4(0.0297)^2=0.0035$, but the doubled-bond term, evaluated with the first-order $\phi_2=(-0.117,-1.030,1.837)$, is $-0.0019$, and the finite-cell shift is of order $-0.001$. These contributions largely cancel, which is consistent with the small observed difference of $0.0007\pm0.0004$. The close agreement for this mode therefore does not mean that each correction is negligible.

Second neighbours do not interact in this model and also share four first neighbours, so $G(2)=4\beta^2\tilde V^2$ at leading order: positive eigenvalues, $0.047$ and $0.0035$, and the modes of $\tilde V$. In the basis of the Monte Carlo first-shell modes the sampled $G(2)$ has diagonal elements $0.030$ and $0.004$ and off-diagonal element $-0.0008$, with sampling uncertainties of $0.001$ to $0.002$. The off-diagonal element is compatible with zero, and the smaller diagonal element contains a finite-cell shift of about $-0.002$, so its closeness to $0.0035$ is not a test of the leading order. The signs and the nearly diagonal form follow the leading order, and the larger element again falls below it.

The same $c$ and $V$ on a ring of 200 sites at 300 K, solved by transfer matrix with fugacities iterated to the composition $c$, give $\lambda(1)=-0.34349$ and $+0.07750$, whose squares $0.11799$ and $0.00601$ are the second-shell eigenvalues. The value below $-1/3$ is allowed because a chain has $\gamma_1=\cos ka$, with minimum $-1$.

Numerical values quoted here were computed with a short program.
